# Why HD has a small dipole: mass asymmetry mixes electronic parities

## The result

The clamped-nuclei electronic Hamiltonian of HD contains two equal nuclear charges and no nuclear masses. Its ground state is even (gerade) under inversion of the electrons through the midpoint of the nuclei, so its dipole vanishes at every separation. Nuclear motion adds a coupling that is odd under this inversion and proportional to the difference of the inverse nuclear masses. It mixes in ungerade states and produces, to first order in inverse nuclear mass, the dipole function

$$D(R)=-2\lambda\sum_n\frac{\langle0|z|n\rangle\langle n|\mathbf r\cdot\nabla_R V|0\rangle}{E_n-E_0},\qquad \lambda=\frac12\left(\frac1{M_H}-\frac1{M_D}\right).\tag{1}$$

Averaged over the vibrational ground state it is about $8.5\times10^{-4}$ debye, with the H end positive.

Atomic units are used unless another unit is given. The vector $\mathbf R=\mathbf X_H-\mathbf X_D$ points from D to H, along $z$, and positive $D$ points the same way. Electron positions $\mathbf r_i$ are measured from the midpoint of the nuclei, $\mathbf r=\sum_i\mathbf r_i$, and $z$ is the component of $\mathbf r$ along the axis. $V$ is the complete Coulomb energy. The sum runs over $^1\Sigma_u^+$ states, continuum included. The treatment is nonrelativistic.

"Dipole" here means a function attached to the molecular axis. A free molecule in a state of definite angular momentum and parity has no mean dipole in the laboratory; $D(R)$ shows itself in transitions between such states.

## The coupling that breaks the symmetry

Take as coordinates the total centre of mass, $\mathbf R$ and the $\mathbf r_i$. Since $\mathbf r_i=\mathbf x_i-(\mathbf X_H+\mathbf X_D)/2$, moving one nucleus changes every $\mathbf r_i$ by minus half the displacement. For a molecule whose centre of mass is at rest the chain rule gives

$$\nabla_{X_H}=\nabla_R-\tfrac12\mathbf G,\qquad \nabla_{X_D}=-\nabla_R-\tfrac12\mathbf G,\qquad \mathbf G=\sum_i\nabla_i.$$

The kinetic energy is therefore

$$T=-\frac{(\nabla_R-\frac12\mathbf G)^2}{2M_H}-\frac{(\nabla_R+\frac12\mathbf G)^2}{2M_D}-\frac12\sum_i\nabla_i^2.$$

Expanding the squares, with $1/\mu=1/M_H+1/M_D$,

$$T=-\frac{\nabla_R^2}{2\mu}-\frac12\sum_i\nabla_i^2-\frac{\mathbf G^2}{8\mu}+\lambda\,\nabla_R\cdot\mathbf G.\tag{2}$$

The cross terms of the two squares have opposite signs, which is why their sum contains the difference of inverse masses.

Now send $\mathbf r_i\to-\mathbf r_i$ at fixed $\mathbf R$. The potential is unchanged because the charges are equal, and $\mathbf G^2$ is even. The last term of (2) is odd. Nonadiabatic motion by itself is thus not sufficient for a dipole: with equal masses the remaining terms preserve the symmetry.

For HD, $\lambda=1.361\times10^{-4}$. This number sets the scale of the effect.

The dipole operator is simple in these coordinates. The nuclei contribute $\mathbf R/2-\mathbf R/2=0$, leaving $\mathbf d=-\mathbf r$. The molecule is neutral, so the choice of origin does not affect its dipole.

## Direct perturbation theory: three contributions

Let $H_{el}=-\frac12\sum_i\nabla_i^2+V$, with real states $\phi_n$ and energies $E_n(R)$. The kinetic energy gives $[H_{el},\mathbf r]=-\mathbf G$. Taking matrix elements,

$$\langle n|\mathbf G|0\rangle=-(E_n-E_0)\langle n|\mathbf r|0\rangle.\tag{3}$$

The momentum coupling therefore reaches the same ungerade states as an electric field does.

The unperturbed state is $\phi_0\chi$, where $(T_R+E_0-E)\chi=0$ and $T_R=-\nabla_R^2/2\mu$. Write the first-order admixture as $\sum_n\phi_n\eta_n(\mathbf R)$. In the odd term $\nabla_R$ acts on both $\phi_0$ and $\chi$. With repeated Cartesian indices summed, and (3) used in the second piece,

$$(T_R+E_n-E)\eta_n=-\lambda\langle n|G_k|\partial_k\phi_0\rangle\chi+\lambda(E_n-E_0)\langle n|r_k|0\rangle\partial_k\chi.$$

Here $\partial_k=\partial/\partial R_k$ at fixed $\mathbf r_i$. Set $\eta_n=\lambda\langle n|r_k|0\rangle\partial_k\chi+\xi_n$ and split the operator on the left as $(E_n-E_0)+(T_R+E_0-E)$. The first part acting on the trial term cancels the last source. The second part does not vanish on $\partial_k\chi$, because

$$(T_R+E_0-E)\partial_k\chi=[E_0,\partial_k]\chi=-(\partial_kE_0)\chi.$$

Derivatives of electronic quantities produced by $T_R$ are dropped, and so is the even admixture that $T_R$ itself causes in $\phi_0\chi$. Taken singly, such terms need not be as small as $1/\mu$, because they can multiply derivatives of $\chi$. The unitary transformation in the next section reaches the same result without this step; what it neglects is discussed at the end. What remains is

$$(E_n-E_0)\xi_n=-\lambda\langle n|G_k|\partial_k\phi_0\rangle\chi+\lambda\langle n|r_k|0\rangle(\partial_kE_0)\chi.$$

To find the transition dipole between nuclear states $\chi$ and $\chi'$, include the admixture in both. Define $A_{jk}=\langle0|r_jr_k|0\rangle$. The derivative parts of the admixtures give

$$-\lambda\int A_{jk}\left(\chi'^*\partial_k\chi+\chi\,\partial_k\chi'^*\right)d^3R=\lambda\int(\partial_kA_{jk})\,\chi'^*\chi\,d^3R,$$

by closure over the ungerade states and then integration by parts. A coupling to nuclear velocity has become a local function of $\mathbf R$. The $\xi$ parts of the two states contribute equally, which gives a factor of 2. With $\mathcal Q=\sum_{n\neq0}|n\rangle\langle n|/(E_n-E_0)$,

$$D_j=\lambda\,\partial_kA_{jk}+2\lambda\langle0|r_j\mathcal Q G_k|\partial_k\phi_0\rangle-2\lambda\langle0|r_j\mathcal Q r_k|0\rangle\,\partial_kE_0.\tag{4}$$

**First contribution: nuclear momentum.** Axial symmetry gives $A_{jk}=A_\perp\delta_{jk}+(A_\parallel-A_\perp)\hat R_j\hat R_k$. Since $\hat R_k\partial_k\hat R_j=0$ and $\partial_k\hat R_k=2/R$, the divergence is

$$\partial_kA_{jk}=\hat R_j\left[A_\parallel'+\frac{2(A_\parallel-A_\perp)}R\right].$$

The part with $2/R$ has two sources. Radial motion gives $2A_\parallel/R$ through the volume element $R^2\,dR$. Rotation of the axis gives $-2A_\perp/R$, which contains $\Pi_u$ admixtures; a calculation restricted to radial nuclear motion would miss it.

**Second contribution: change of the electronic state.** The electron cloud deforms and turns with the nuclei, and this change couples through $\mathbf G$ to ungerade states.

**Third contribution: acceleration of the midpoint.** Let the force along the bond be $F=-E_0'$, positive for repulsion. Nucleus H accelerates by $F/M_H$ and D by $-F/M_D$, so their midpoint accelerates by $\frac12(F/M_H-F/M_D)=\lambda F$. In the frame of the midpoint each electron feels an inertial force $-\lambda F$. The parallel polarizability is $\alpha=2\langle0|z\mathcal Qz|0\rangle$, so the electrons shift by a total of $-\alpha\lambda F$, and the dipole is $+\alpha\lambda F=-\lambda\alpha E_0'$. This is the last term of (4). It vanishes at the equilibrium distance but varies across the vibrational motion.

## One odd potential instead of three terms

The contributions in (4) can be combined by a unitary transformation $e^S$ with $S=-\lambda\,\mathbf r\cdot\nabla_R$. To first order $H$ becomes $H+[S,H]$. The commutators are

$$\left[S,-\tfrac12\sum_i\nabla_i^2\right]=-\lambda\,\mathbf G\cdot\nabla_R,\qquad[S,T_R]=0,\qquad[S,V]=-\lambda\,\mathbf r\cdot(\nabla_RV).$$

The first cancels the odd kinetic term in (2). The last leaves an odd potential,

$$W=-\lambda\,\mathbf r\cdot\nabla_RV.\tag{5}$$

Commutators of $S$ with the mass-dependent electronic terms are of second order in inverse mass. The dipole operator $-\mathbf r$ commutes with $S$, so it needs no correction. The first-order electronic state is $|0\rangle-\mathcal QW|0\rangle$, and

$$D_j=2\langle0|(-r_j)(-\mathcal Q)W|0\rangle=-2\lambda\langle0|r_j\mathcal Q\,\mathbf r\cdot\nabla_RV|0\rangle.$$

$W$ is unchanged by rotation about the axis and by reflection in planes containing it. It connects the ground state to $\Sigma_u^+$ states, the dipole lies along $\hat{\mathbf R}$, and (1) follows.

The same reduction can be made inside (4). Differentiating $(H_{el}-E_0)\phi_0=0$ gives $(H_{el}-E_0)\partial_k\phi_0=-(\partial_kV-\partial_kE_0)\phi_0$. With $G_k=-[H_{el}-E_0,r_k]$,

$$G_k\partial_k\phi_0=-(H_{el}-E_0)r_k\partial_k\phi_0-r_k(\partial_kV-\partial_kE_0)\phi_0.$$

Insert this in the second term of (4). The operator $\mathcal Q(H_{el}-E_0)$ acts as unity on ungerade functions, so the first piece gives $-2\lambda\langle0|r_jr_k|\partial_k\phi_0\rangle=-\lambda\partial_kA_{jk}$ and cancels the first term of (4). The piece with $\partial_kE_0$ cancels the third. The piece with $\partial_kV$ is the result. The separate contributions belong to one way of writing the wave function; their sum is the dipole.

## Reading the odd potential

Differentiating $V$ at fixed $\mathbf r_i$ gives

$$\mathbf r\cdot\nabla_RV=\sum_{i,j}\mathbf r_i\cdot\mathbf g(\mathbf r_j)-\frac z{R^2},\qquad \mathbf g(\mathbf s)=-\frac{\mathbf s-\mathbf R/2}{2|\mathbf s-\mathbf R/2|^3}+\frac{\mathbf s+\mathbf R/2}{2|\mathbf s+\mathbf R/2|^3}.$$

The terms with $i\neq j$ make $W$ a two-electron operator, although it came from a sum of momenta.

**One electron, distant nuclei.** Put a single electron in a 1s state on H and let $\boldsymbol\rho=\mathbf r-\mathbf R/2$. The attraction to H contributes

$$\mathbf r\cdot\mathbf g=-\frac12\left(\frac1\rho+\frac{\mathbf R\cdot\boldsymbol\rho}{2\rho^3}\right).$$

The second part averages to zero over a sphere, and $\langle1/\rho\rangle=1$. The remaining Coulomb terms fall off as $1/R$. Hence $\langle W\rangle\to+\lambda/2$ on H, and by the odd symmetry $-\lambda/2$ on D. The difference $\lambda$ agrees with the atomic reduced-mass energies, $-\frac12(1-1/M)$ to first order. It amounts to 3.70 meV in favour of D.

This case also shows where (1) fails. Let $\Delta$ be the gap between the gerade and ungerade combinations of the two 1s states. In the localized basis the energies are $\pm\lambda/2$ and the coupling is $-\Delta/2$. The dipole of an ion depends on the origin; taken about the midpoint of the nuclei, diagonalization gives

$$D=\frac R2\,\frac{\lambda}{\sqrt{\Delta^2+\lambda^2}}.$$

For $\Delta\gg\lambda$ this is $R\lambda/2\Delta$, the first-order result. As the ion separates, $\Delta$ closes, the formula overshoots, and the true value saturates at $R/2$: the electron sits on D.

**Two neutral atoms.** In HD each atom keeps one electron at large $R$, and the outcome differs. With $\boldsymbol\rho_1$ measured from H and $\boldsymbol\rho_2$ from D, the vectors $\pm\mathbf R/2$ cancel in $\mathbf r=\boldsymbol\rho_1+\boldsymbol\rho_2$. When overlap and inverse powers of $R$ are neglected,

$$W=\frac\lambda2(\boldsymbol\rho_1+\boldsymbol\rho_2)\cdot\left(\frac{\boldsymbol\rho_1}{\rho_1^3}-\frac{\boldsymbol\rho_2}{\rho_2^3}\right).$$

Acting on two 1s atoms, this produces s excitations of one atom, or p excitations of both at once. The operator $z$ produces a p excitation of one atom. The two sets do not overlap, so $D\to0$. The atoms must interact for the mass asymmetry to produce a dipole.

**Short distances.** As $R\to0$ the attraction to the two nuclei approaches $-2/r$ with corrections even in $\mathbf R$, and its contribution to the matrix elements stays bounded. The repulsion term $-z/R^2$ then dominates, and (1) gives $D\to\lambda\alpha/R^2$, positive. This is the acceleration effect again, driven by the bare nuclear repulsion.

## A check without the Born-Oppenheimer separation

A one-dimensional model has one electron, the proton and deuteron masses, electron-nucleus attractions $-1/\sqrt{s^2+1}$ at distance $s$, and nuclear repulsion $1/\sqrt{R^2+0.03}$. Its full Hamiltonian, with electron and nuclei treated together, was diagonalized on a grid.

The mean of $-r$ in the ground state is $2.421\times10^{-4}$ $e\,$bohr; the vibrational average of (1) gives $2.422\times10^{-4}$. For the transition between the two lowest vibrational states the values are $1.912\times10^{-5}$ and $1.915\times10^{-5}$. The second comparison probes the variation of $D$ with $R$. With the odd coupling removed and the even nonadiabatic terms kept, the mean is zero to rounding. The positive sign means that the electron is displaced toward the heavier nucleus, as the energy difference above suggests.

## The contributions in HD

For the molecule, full configuration interaction for the two electrons was carried out in 66 orbitals built from uncontracted Gaussian s, p and d functions. This treats correlation completely within that basis, but the basis is finite. At $R=1.40$ bohr, close to equilibrium, the three terms of (4), divided by $\lambda$, are

- nuclear momentum: 1.394, or 57 percent;
- change of the electronic state: 1.059, or 43 percent;
- acceleration of the midpoint: 0.005, or 0.2 percent.

Their sum is 2.458. Formula (1), evaluated separately from the odd potential, gives 2.464. The two agree within 0.3 percent, although they use different operators and intermediate states. In a finite basis the second term depends on how $\partial_k\phi_0$ is obtained. The value 1.059 uses the response equation for $\partial_k\phi_0$ solved within the basis. Differentiating the basis wave function directly, along the bond and under rotation of the axis, gives 1.072 and a sum of 2.470. The second term is therefore fixed only to about 1 percent. The third term is small here because the force nearly vanishes, not because the polarizability is small: $\alpha=6.41$ bohr$^3$.

The odd potential can be divided differently. Its nuclear-repulsion part contributes $\alpha/R^2=6.406/1.40^2=3.268$ to $D/\lambda$, so the electron-nucleus attraction must contribute $2.464-3.268=-0.804$. The dipole is what remains after a partial cancellation between them.

In debye, with $1\,e\,\text{bohr}=2.542$ debye,

$$D=1.361\times10^{-4}\times2.464\times2.542=8.52\times10^{-4}\ \text{debye}.$$

The magnitude is thus the mass asymmetry times an ordinary electronic response of a few atomic units.

**Which ungerade states matter.** In the 66-orbital basis the lowest one lies 0.472 hartree above the ground state, and its $|\langle n|z|0\rangle|$ is 1.037 bohr. Relation (3) predicts $|\langle n|G_z|0\rangle|=0.4716\times1.0370=0.489$; the direct matrix element is 0.487. After the transformation its mixing amplitude is $8.94\times10^{-5}$. Its contribution is twice the product of amplitude and dipole matrix element:

$$2\times8.94\times10^{-5}\times1.037=1.85\times10^{-4}\ e\,\text{bohr},$$

which is 55 percent of $D$ in this basis. The share of a single excited state changes more between the two bases used here than the total does: in aug-cc-pVTZ it is 49 percent. The rest comes from higher states, among them the discrete states with which the basis represents the continuum. A model with one gerade and one ungerade state gets the mechanism and the order of magnitude, but not the value.

**Dependence on distance.** In the 66-orbital basis $D$ falls from $14.3\times10^{-4}$ debye at 0.80 bohr to $8.5\times10^{-4}$ at 1.40 and $6.7\times10^{-4}$ at 2.50. The short-distance value is the more sensitive to the basis: aug-cc-pVTZ gives $14.6\times10^{-4}$ at 0.80 bohr, 2 percent higher, and again $6.7\times10^{-4}$ at 2.50. The rise at short distance has the sign of the $\lambda\alpha/R^2$ limit, and the fall is in the direction of the neutral-atom limit. Neither limit is reached in this range.

The H end is positive throughout the range. This agrees with the preference of a single electron for D. That one-electron argument does not prove the sign in the neutral molecule, where the averages of $W$ over the two separated atoms cancel; the sign rests on the calculation.

## From dipole function to spectral line

The vibrational average is $3.335\times10^{-4}$ $e\,$bohr, or $8.48\times10^{-4}$ debye. Between the $J=1$ and $J=0$ levels of the vibrational ground state the radial matrix element is $8.47\times10^{-4}$ debye. The slight reduction fits centrifugal stretching together with a $D$ that decreases with $R$.

The laboratory component of $D\hat{\mathbf R}$ is $D\cos\theta$. For $J=1$, $M=0$ its angular matrix element is

$$\langle Y_{00}|\cos\theta|Y_{10}\rangle=\frac{\sqrt3}{4\pi}\,2\pi\int_{-1}^{1}u^2du=\frac1{\sqrt3}.$$

The squared transition moment is therefore $D^2/3$, and by isotropy the same holds for $M=\pm1$. In SI units the spontaneous rate is

$$A=\frac{\omega^3}{3\pi\epsilon_0\hbar c^3}\,\frac{D^2}3.$$

The line lies at 89.2 cm$^{-1}$. A dipole of 1 debye at this wavenumber would give $A=7.41\times10^{-2}$ s$^{-1}$. For HD,

$$A=7.41\times10^{-2}\times(8.475\times10^{-4})^2=5.32\times10^{-8}\ \text{s}^{-1},$$

a radiative lifetime of about 220 days. The two causes of weakness can now be weighed. The low frequency makes even a 1 debye rotor slow, with a lifetime of about 13 seconds. The square of the small dipole supplies a further factor of $7.2\times10^{-7}$.

## How far the numbers can be trusted

Replacing the basis by the smaller aug-cc-pVTZ changes $D/\lambda$ at 1.40 bohr from 2.464 to 2.477, or 0.5 percent. A larger basis of 100 orbitals with s, p, d and f functions changes it to 2.4615, or 0.1 percent. In that basis $D$ at 1.40 bohr is $8.51\times10^{-4}$ debye, $\alpha$ is 6.395 bohr$^3$, and the share of the lowest ungerade state is 52 percent. If the whole dipole curve is scaled by the same factor, the rate becomes $5.31\times10^{-8}$ s$^{-1}$. This indicates the sensitivity to the basis but does not bound the error. The energy derivative $E_0'$ at 2.00 bohr from the Hellmann-Feynman theorem, 0.0878 hartree/bohr, differs from the slope of the energy curve, 0.0884, by 0.7 percent. The two would agree for exact electronic states; the difference contains the error of the finite basis and that of the polynomial interpolation from which the slope was taken.

The nuclear-derivative terms neglected when the odd potential (5) is treated at fixed $\mathbf R$ carry $1/\mu$. A derivative of the vibrational function brings a factor of order $\mu^{1/4}$, so the admixed amplitudes change by a relative amount of roughly $\mu^{-3/4}$. In the dipole, however, the parts linear in this derivative combine into a total derivative, as in the step before (4). Integration by parts moves the derivative onto slowly varying electronic quantities and leaves a correction of order $1/\mu$. In the one-dimensional model, whose full diagonalization contains these terms, formula (1) is off by 0.05 percent for the mean and 0.2 percent for the transition. For HD itself the correction was not computed. Relativistic effects are also left out. Rounded to two digits, the calculated vibrational average is $8.5\times10^{-4}$ debye; further digits in the numerical output serve the comparisons between methods.

## Numbers as computed

```
proton mass 1836.153 m_e, deuteron mass 3670.483 m_e
reduced nuclear mass 1223.899 m_e
mass asymmetry lam 1.36087e-04 1/m_e
lam as an energy 3.703 meV
1D model, dipoles in e*bohr:
  mean, full diagonalization 2.42067e-04
  mean, formula 2.42183e-04
  0-1 transition, full diagonalization 1.91175e-05
  0-1 transition, formula 1.91546e-05
  mean without the odd coupling -1.9e-15
HD, full CI, 66 orbitals, R = 1.40 bohr:
  energy -1.17362 hartree
  gap to lowest ungerade singlet 0.4716 hartree
  its <n|z|0> 1.0370 bohr
  its |<n|G|0>| 0.4873 1/bohr
  gap times |<n|z|0>| 0.4891 1/bohr
  its mixing amplitude, magnitude 8.938e-05
  its share of D 55.3 percent
  parallel polarizability 6.406 bohr^3
  D/lam from formula 2.4643 a.u.
  D/lam from direct coupling 2.4579 a.u.
    divergence term 1.3942 a.u.
    electronic derivative term 1.0588 a.u.
    nuclear force term 0.0048 a.u.
  D/lam in aug-cc-pVTZ 2.4774 a.u.
Slope of E at R = 2.00 bohr, in hartree/bohr:
  from the energy curve 0.0884
  Hellmann-Feynman 0.0878
Dipole function of HD (positive: H end positive):
  R 0.80 bohr  D 14.253e-4 debye
  R 1.00 bohr  D 11.135e-4 debye
  R 1.20 bohr  D 9.474e-4 debye
  R 1.40 bohr  D 8.524e-4 debye
  R 1.65 bohr  D 7.846e-4 debye
  R 2.00 bohr  D 7.321e-4 debye
  R 2.50 bohr  D 6.671e-4 debye
Mean D in v=0, J=0: 3.3354e-04 e*bohr
Mean D in v=0, J=0: 8.4777e-04 debye
Line moment J=1 to 0, D: 8.4748e-04 debye
Angular factor 0.333333
Line wavenumber 89.16 cm^-1
Spontaneous rate 5.321e-08 s^-1
Radiative lifetime 217.5 days
Rate if D were 1 debye 7.409e-02 s^-1
```
